# Silicon's six conduction valleys projected onto the (001) surface zone

## Problem

A band-offset calculation for a high-k gate stack uses a periodic cell containing silicon and an oxide, joined at a (001) plane. Bulk silicon has cubic lattice constant $a$ and six equivalent conduction minima at

$$
\frac{2\pi}{a}(\pm\kappa,0,0),\quad \frac{2\pi}{a}(0,\pm\kappa,0),\quad \frac{2\pi}{a}(0,0,\pm\kappa),\qquad 0<\kappa<1 .
$$

The $z$ axis is normal to the interface. Call the last two minima the $z$ valleys and the other four the side valleys.

1. Find the reciprocal lattice and Brillouin zone of the unreconstructed (1×1) surface.
2. Project the six valleys onto this zone. Which of them does a 1×1 interface cell contain if its in-plane wavevector is sampled only at the zone centre?
3. What changes when the interface cell is larger?
4. The silicon is compressed in plane by 1%. What error does centre-only sampling of the 1×1 cell make in the conduction-band offset?
5. For which film thickness does confinement hide this error?

Use $a=0.543$ nm. Rough typical values are $C_{11}=166$ GPa and $C_{12}=64$ GPa for the elastic constants, $\Xi_u=9.0$ eV for the uniaxial deformation potential, and 1.5 eV for the barrier of a hafnium-oxide-like dielectric.

## Solution

### 1. The surface zone

The shortest lattice vectors of silicon lying in the (001) plane are

$$
\mathbf a_1=\frac a2(1,1),\qquad \mathbf a_2=\frac a2(1,-1).
$$

The condition $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ gives

$$
\mathbf b_1=\frac{2\pi}{a}(1,1),\qquad \mathbf b_2=\frac{2\pi}{a}(1,-1).
$$

From here on, wavevectors are written in units of $2\pi/a$ unless another unit is shown. A general surface reciprocal vector is

$$
m\mathbf b_1+n\mathbf b_2=(m+n,\,m-n),
$$

so its components $(h,k)$ are integers with $h+k=2m$ even. Conversely, every integer pair with even sum has this form.

The same set follows from the bulk. Bulk reciprocal vectors $(h,k,l)$ have components that are all even or all odd, so $h+k$ is even. For any such pair, an $l$ of the same parity completes a bulk vector. The surface reciprocal lattice is therefore the projection of the bulk one.

The zone contains the points no farther from the origin than from any other reciprocal vector $\mathbf g$:

$$
|\mathbf k|^2\le|\mathbf k-\mathbf g|^2
\quad\Longleftrightarrow\quad
\mathbf k\cdot\mathbf g\le \tfrac12|\mathbf g|^2 .
$$

The four vectors $\mathbf g=(\pm1,\pm1)$ give $\pm k_x\pm k_y\le1$, that is,

$$
|k_x|+|k_y|\le 1 .
$$

No other vector cuts this square. If $M\ge2$ is the larger of $|h|$ and $|k|$, then $\mathbf k\cdot\mathbf g\le M(|k_x|+|k_y|)\le M\le M^2/2\le|\mathbf g|^2/2$. The corners of the zone are $(\pm1,0)$ and $(0,\pm1)$.

### 2. Projection and counting

Dropping $k_z$ sends both $z$ valleys to $(0,0)$ and the side valleys to

$$
(\pm\kappa,0),\qquad(0,\pm\kappa).
$$

These points lie inside the zone because $\kappa<1$. They are also inequivalent. Opposite points differ by $(2\kappa,0)$ or $(0,2\kappa)$, which would be a reciprocal vector only if $2\kappa$ were an even integer. Neighbouring points differ by $(\pm\kappa,\pm\kappa)$, and each side point differs from the centre by one component $\pm\kappa$. Both cases would need an integer $\kappa$. None of this is possible for $0<\kappa<1$.

It remains to count the valleys above each point. At fixed $\mathbf k_\parallel$, two values of $k_z$ describe the same bulk state if they differ by a bulk vector $(0,0,l)$. Here $l$ must be even, so the period is 2, or $4\pi/a$ in ordinary units. At the centre, $k_z=\kappa$ and $k_z=-\kappa$ differ by $2\kappa<2$ and are distinct. Above each side point there is one valley, at $k_z=0$. The count is

$$
2+4\times1=6 .
$$

A perfect 1×1 interface conserves $\mathbf k_\parallel$ modulo $\mathbf b_1$ and $\mathbf b_2$. Its zone-centre states therefore contain the two $z$ valleys and **miss the four side valleys**. A thicker silicon layer does not help, because it refines $k_z$ and leaves $\mathbf k_\parallel$ at zero.

In unstrained bulk silicon all six minima have the same energy, so the band edge $E_c$ is still present at the centre. What is lost is four of the six valleys.

To attach numbers, the bulk bands were computed in plane waves with a local empirical pseudopotential without spin-orbit coupling. Its form factors are $-0.2241$, $0.0520$ and $0.0724$ Ry at squared reciprocal lengths 3, 8 and 11. Minimizing the lowest conduction band along a cubic axis gives $\kappa=0.849$, or 9.83 nm$^{-1}$. Finite-difference curvatures give the longitudinal mass $m_l=0.904\,m_0$ and the transverse mass $m_t=0.194\,m_0$. These values are for a basis of about 100 plane waves. A converged basis gives $\kappa=0.8496$ and $m_l=0.906\,m_0$ and leaves $m_t$ at $0.194\,m_0$. This moves the distances quoted below by about 0.0002 and leaves the energies and thicknesses unchanged at the digits shown.

### 3. Larger interface cells

A larger cell has a denser reciprocal lattice. Its zone centre contains the bulk states at every $\mathbf k_\parallel=\mathbf g$, where $\mathbf g$ now runs over that denser lattice. For a square cell of side $Na$ along the cubic axes,

$$
\mathbf g=\left(\frac pN,\frac qN\right),\qquad p,q\ \text{integers}.
$$

The minimum at $(\kappa,0)$ is included if and only if $N\kappa$ is an integer. Were $\kappa$ equal to $0.85=17/20$, the smallest such cell would have $N=20$ and a side of 10.9 nm. Smaller cells of this kind sample the valley away from its minimum, though not always far from it: for $N=7$ the point $(6/7,0)$ is only 0.008 from the computed minimum. If the nearest sampled point is displaced by $q_\parallel$ along the valley axis and $q_\perp$ across it, both in ordinary units, the energy above the minimum is, in the parabolic approximation,

$$
E-E_c\simeq\frac{\hbar^2q_\parallel^2}{2m_l}+\frac{\hbar^2q_\perp^2}{2m_t}.
$$

For the $a\times a$ cell the nearest point is $(1,0)$, so $q_\perp=0$ and

$$
q_\parallel=(1-\kappa)\frac{2\pi}{a}=0.1506\times11.571\ \text{nm}^{-1}=1.743\ \text{nm}^{-1}.
$$

With $\hbar^2/2m_0=0.0381$ eV nm², the estimate is $0.0381\times1.743^2/0.904=0.128$ eV. The pseudopotential bands, converged in the number of plane waves, give 0.131 eV. For other unstrained cells, the lowest level folded in from nonzero $\mathbf k_\parallel$ is as follows.

| Cell | Folded from | Energy above $E_c$ (eV) |
|---|---:|---:|
| 1×1 | none | none |
| 2×1 | $(0.5,0.5)$ | 0.99 |
| $a\times a$ | $(1,0)$ | 0.131 |
| 2×2 | $(1,0)$ | 0.131 |
| $3a\times3a$ | $(1,0)$ | 0.131 |
| $4a\times4a$ | $(0.75,0)$ | 0.055 |

The 2×1 cell doubles one surface vector, and the 2×2 cell doubles both. Enlargement need not bring a sampled point closer to the valley. The $3a\times3a$ cell adds $(2/3,0)$, which is 0.183 from the minimum, while $(1,0)$ is only 0.151 away. The $4a\times4a$ cell adds $(3/4,0)$, at a distance of 0.099.

### 4. In-plane compression

Let the in-plane strain be $\varepsilon_{xx}=\varepsilon_{yy}=e=-0.0100$. The film is free to relax along $z$, so the normal stress vanishes:

$$
0=C_{11}\varepsilon_{zz}+2C_{12}e
\quad\Longrightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}e=\frac{2\times64}{166}\times0.0100=0.00771 .
$$

To first order in strain, a valley along the unit vector $\mathbf n$ shifts by

$$
\delta E_{\mathbf n}=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .
$$

The dilation term, with coefficient $\Xi_d$, is common to all six valleys and cancels in the difference:

$$
\Delta\equiv E_z-E_{\rm side}=\Xi_u(\varepsilon_{zz}-e)
=9.0\ \text{eV}\times(0.00771+0.0100)=0.159\ \text{eV}.
$$

Since $\Delta>0$, the true silicon edge belongs to the four missed valleys. If the silicon layer is thick enough for confinement to be negligible, centre-only sampling of the 1×1 cell places that edge 0.159 eV too high. The conduction offset is the oxide edge minus the silicon edge. If the oxide edge is correct, the offset therefore comes out **too small by 0.159 eV**, about a tenth of the assumed 1.5 eV barrier.

Under in-plane tension, $e>0$ and $\Delta<0$. The $z$ valleys are then lowest, and the centre contains the correct bulk edge.

A larger cell can reduce the error under compression. If the flank shifts rigidly with its valley, the $a\times a$ cell has a folded level 0.131 eV above the true edge, below the $z$ valleys at 0.159 eV. Its error is then about 0.13 eV. For the $4a\times4a$ cell it is about 0.06 eV.

In a compressed film thick enough for confinement to be negligible, the missed valleys also hold most of the electrons. For a nondegenerate bulk population with equal valley masses, their share is

$$
\frac{4}{4+2e^{-\Delta/k_BT}} .
$$

This is 0.667 without strain. At 300 K, where $k_BT=0.0259$ eV, it is 0.999 at 1% compression.

### 5. Confinement in a thin film

In a film of thickness $L$ with impenetrable walls and parabolic valleys, the lowest confinement energy is $\pi^2\hbar^2/(2m_zL^2)$, where $m_z$ is the mass along the normal. It equals $m_l$ for the $z$ valleys and $m_t$ for the side valleys. The lighter side valleys are raised more, which opposes the compressive splitting. The two sets of levels meet when

$$
\Delta+\frac{\pi^2\hbar^2}{2m_lL_c^2}=\frac{\pi^2\hbar^2}{2m_tL_c^2}
\quad\Longrightarrow\quad
L_c=\pi\hbar\sqrt{\frac{1/m_t-1/m_l}{2\Delta}}=3.09\ \text{nm}.
$$

At this thickness the confinement energies are 0.044 eV and 0.203 eV, and their difference is $\Delta$. At 0.2 eV the side valleys are no longer quite parabolic. Using the pseudopotential dispersion at normal wavevector $\pi/L$ lowers the side level at this thickness to 0.197 eV and moves the hard-wall crossover to about 3.0 nm.

Real walls are penetrable. For a barrier $V$ well above the level, the wavefunction decays in the oxide over $\delta\simeq\hbar/\sqrt{2m_zV}$, and the film acts as if its thickness were $L+2\delta$. The hard-wall confinement energy is thus multiplied by about $(1+2\delta/L)^{-2}$. The light mass has the larger $\delta$, so the side valleys, whose confinement energy is also the larger one, are lowered more. The crossover therefore moves to thinner films. A finite-difference solution with $V=1.5$ eV above each valley minimum, and with silicon's masses kept in the oxide, gives 2.20 nm. This number depends strongly on how the oxide is modelled. With a single oxide mass $m_{\rm ox}$, and with $\psi$ and $\psi'/m$ matched at the wall, the crossover is 2.4 nm for $m_{\rm ox}=0.1\,m_0$, 1.8 nm for $0.3\,m_0$ and 1.4 nm for $0.5\,m_0$. All of these lie below the hard-wall value, but the crossover of a real stack is fixed here only to within roughly a nanometre.

Below the crossover, the lowest conduction level of the film does lie at the zone centre. It is still not the bulk edge needed for the band offset. That offset is better assembled as

$$
\Delta E_c=(E_c-\bar V)_{\rm oxide}-(E_c-\bar V)_{\rm Si}+(\bar V_{\rm oxide}-\bar V_{\rm Si}).
$$

Here $\bar V$ is the average electrostatic potential energy of an electron in each material. The last bracket comes from the interface cell, with its own convergence in $\mathbf k_\parallel$. The silicon bracket comes from a bulk calculation at the same strain that includes all six valleys.

### Comparison with real gate stacks

The computed $\kappa$ and masses are close to those of real silicon. The model gap of 1.03 eV is somewhat below the real value of roughly 1.1 eV, but it does not enter $\Delta$. The 1% compression is an illustrative value. In a model cell where silicon is forced to match a crystalline oxide, the sign and size of the strain depend on the oxide. An amorphous oxide imposes no such match. Because $\Delta$ is linear in strain, a compression of 0.1% would give 0.016 eV, less than $k_BT$ at room temperature. A periodic reconstruction enlarges the surface cell, and $\mathbf k_\parallel$ is then conserved modulo the denser reciprocal lattice of that cell. Roughness and disorder break the periodicity altogether and can mix the valleys. That mixing is not estimated here, and where it is strong, $\mathbf k_\parallel$ no longer labels the states cleanly.
